# Bloembergen–Rowland exchange across a semiconductor gap: two derivations: a program that tests the result

```python
"""Bloembergen-Rowland exchange between two localized spins in a semiconductor.

Result under test: H12 = -Jex(R) S1.S2, Jex = beta^2 * I(R), where
  I(R) = (mc*mv)^(3/2) * Eg * K2(R/lam) / (2 pi^3 M hbar^4 R^2),
  lam  = hbar / sqrt(2 M Eg),  M = mc + mv.
mc, mv: conduction and valence masses; Eg: gap; beta: interband contact
exchange constant; K2: modified Bessel function; R: distance of the spins.
The argument hbar2 below is hbar^2 in the chosen units (1 in model units,
hbar^2/m0 in eV nm^2 when masses are given in electron masses).
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import ive, kv, kve


def decay_length(mc, mv, gap, hbar2=1.0):
    return np.sqrt(hbar2 / (2 * (mc + mv) * gap))


def closed_form(R, mc, mv, gap, hbar2=1.0):
    z = R / decay_length(mc, mv, gap, hbar2)
    front = (mc * mv) ** 1.5 * gap / (2 * np.pi**3 * (mc + mv))
    return front * kv(2, z) / (hbar2**2 * R**2)


def momentum_sum(R, mc, mv, gap, hbar2=1.0, points=1500):
    """Double integral over k (valence) and q (conduction) from its definition.

    The factor exp(-eta*E) makes the sum converge. It removes only imaginary
    times below eta, whose share at distance R is of relative order exp(-35).
    """
    X = R * np.sqrt(2 * (mc + mv) / hbar2)
    eta = X**2 / (4 * (X * np.sqrt(gap) + 35))
    a, b = hbar2 / (2 * mv), hbar2 / (2 * mc)
    dk = np.sqrt(40 / (eta * a)) / points
    dq = np.sqrt(40 / (eta * b)) / points
    k = dk * np.arange(1, points + 1)
    q = dq * np.arange(1, points + 1)
    energy = gap + a * k[:, None] ** 2 + b * q[None, :] ** 2
    kernel = np.exp(-eta * energy) / energy
    total = (k * np.sin(k * R)) @ kernel @ (q * np.sin(q * R))
    return total * dk * dq / (2 * np.pi**2 * R) ** 2


# --- Second-order perturbation theory against exact diagonalization ---------
N, ring_gap, tc, tv, J, sep = 40, 1.0, 1.0, 0.7, 0.02, 3


def ring_energy(theta, indirect=False, intraband=1.0):
    """Ground energy of a two-band ring with classical unit spins at angle theta."""
    shift = np.roll(np.eye(N), 1, axis=0)
    hop = shift + shift.T
    sign = -1.0 if indirect else 1.0
    hc = (ring_gap + 2 * tc) * np.eye(N) - sign * tc * hop
    hv = -2 * tv * np.eye(N) + tv * hop
    H = np.kron(np.kron(np.diag([1.0, 0.0]), hc)
                + np.kron(np.diag([0.0, 1.0]), hv), np.eye(2))
    sx = np.array([[0.0, 0.5], [0.5, 0.0]])
    sz = np.diag([0.5, -0.5])
    orbital = np.array([[intraband, 1.0], [1.0, intraband]])
    for site, angle in ((0, 0.0), (sep, theta)):
        local = np.zeros((N, N))
        local[site, site] = 1.0
        spin = np.cos(angle) * sz + np.sin(angle) * sx
        H += J * np.kron(np.kron(orbital, local), spin)
    return np.linalg.eigvalsh(H)[: 2 * N].sum()


kr = 2 * np.pi * np.arange(N) / N
Ec = ring_gap + 2 * tc * (1 - np.cos(kr))
Ev = -2 * tv * (1 - np.cos(kr))
ring_formula = J**2 * np.mean(np.cos((kr[:, None] - kr[None, :]) * sep)
                             / (Ec[None, :] - Ev[:, None]))
E90 = ring_energy(np.pi / 2)
ring_exact = E90 - ring_energy(0.0)
for theta in (0.0, 1.0, 2.5, np.pi):
    change = ring_energy(theta) - E90
    assert abs(change + ring_formula * np.cos(theta)) < 5e-3 * abs(ring_formula)
ring_no_intra = (ring_energy(np.pi / 2, intraband=0.0)
                 - ring_energy(0.0, intraband=0.0))
assert abs(ring_no_intra / ring_formula - 1) < 5e-3
ring_indirect = ring_energy(np.pi / 2, True) - ring_energy(0.0, True)
assert abs(ring_indirect / ring_formula - (-1) ** sep) < 5e-3

print("Ring test, energies in units of conduction hopping")
print(f"  sites {N}, separation {sep}, gap {ring_gap}, J {J}, tv {tv}")
print(f"  coupling, second-order formula : {ring_formula:.5e}")
print(f"  coupling, exact diagonalization: {ring_exact:.5e}")
print(f"  same without intraband exchange: {ring_no_intra:.5e}")
print(f"  same with indirect gap         : {ring_indirect:.5e}")

# --- Closed form against the momentum integral ------------------------------
for case in ((3.0, 0.5, 0.5, 1.0), (3.0, 0.2, 1.3, 1.0), (2.0, 0.9, 0.3, 2.5)):
    assert abs(momentum_sum(*case) / closed_form(*case) - 1) < 1e-6

# Short distance: power law without the gap
R0, m0c, m0v, small_gap = 3.0, 0.5, 0.5, 0.003
power_law = (m0c * m0v) ** 1.5 / (2 * np.pi**3 * (m0c + m0v) ** 2 * R0**4)
short_ratio = momentum_sum(R0, m0c, m0v, small_gap) / power_law
assert abs(short_ratio - 1) < 0.02
print("Short-distance test (hbar = 1)")
print(f"  R/lambda: {R0 / decay_length(m0c, m0v, small_gap):.3f}")
print(f"  momentum sum / R^-4 law: {short_ratio:.4f}")

# Decay length read off the momentum sum; 1/R^2 corrections are about 1 percent
print("Decay length from momentum sums at R = 8 and 8.5 (hbar = 1)")
print("  mc   mv   gap  measured  formula")
for mc, mv, gap in ((0.5, 0.5, 1.0), (0.1, 0.9, 1.0),
                    (0.5, 0.5, 4.0), (0.5, 3.5, 1.0)):
    logs = [np.log(R**2.5 * momentum_sum(R, mc, mv, gap)) for R in (8.0, 8.5)]
    measured = 0.5 / (logs[0] - logs[1])
    predicted = decay_length(mc, mv, gap)
    assert abs(measured / predicted - 1) < 0.02
    print(f"  {mc:.1f}  {mv:.1f}  {gap:.1f}  {measured:.4f}    {predicted:.4f}")

# Lowest electron-hole pair energy at total wavevector Q
Q, pc, pv = 1.7, 0.3, 1.1
lowest = minimize_scalar(lambda k: k**2 / (2 * pc) + (Q - k) ** 2 / (2 * pv)).fun
assert abs(lowest - Q**2 / (2 * (pc + pv))) < 1e-9

# --- Cubic lattice with the same band-edge masses ---------------------------
print("Cubic lattice / continuum at R = 8 lambda, equal masses")
log_time = np.linspace(np.log(1e-3), np.log(1e5), 6000)
tau = np.exp(log_time)
lattice_ratios = []
for lam_cells, n in ((4.0, 32), (1.0, 8), (0.25, 2)):
    gap = 1 / (2 * lam_cells**2)
    walk = ive(n, 2 * tau) * ive(0, 2 * tau) ** 2
    lattice = np.sum(tau * np.exp(-gap * tau) * walk**2) * (log_time[1] - log_time[0])
    lattice_ratios.append(lattice / closed_form(float(n), 0.5, 0.5, gap))
    print(f"  lambda = {lam_cells:.2f} lattice constants: {lattice_ratios[-1]:.4f}")
assert abs(lattice_ratios[0] - 1) < 0.02
assert abs(lattice_ratios[1] - 1) > abs(lattice_ratios[0] - 1)
assert lattice_ratios[2] > 1.5

# --- Hyperbolic bands +-sqrt(1 + k^2), units hbar = v = Delta = 1 -----------
Rt, tt = 2.0, 1.0
direct = quad(lambda k: k * np.sin(k * Rt) * np.exp(-tt * np.sqrt(1 + k * k)),
              0, 60, limit=500)[0] / (2 * np.pi**2 * Rt)
st = np.hypot(Rt, tt)
assert abs(direct / (tt * kv(2, st) / (2 * np.pi**2 * st**2)) - 1) < 1e-6


def log_hyperbolic(R):
    def integrand(t):
        s = np.hypot(R, t)
        return (t * kve(2, s) / s**2) ** 2 * np.exp(-2 * (s - R))
    return np.log(quad(integrand, 0, 100, limit=300, epsabs=0)[0]) - 2 * R


hyper_rate = (log_hyperbolic(40.0) - log_hyperbolic(41.0)
              - 3.5 * np.log(41.0 / 40.0))
parabolic_rate = 1 / decay_length(1.0, 1.0, 2.0)
assert abs(hyper_rate / 2 - 1) < 0.005
print("Hyperbolic bands, decay rate in units of Delta/(hbar v)")
print(f"  computed: {hyper_rate:.4f}")
print(f"  parabolic continuation: {parabolic_rate:.4f}")

# --- Worked example ---------------------------------------------------------
hbar2 = const.hbar**2 / const.m_e / const.e * 1e18
gap, mc, mv, beta = 0.2, 0.05, 0.20, 0.05
lam = decay_length(mc, mv, gap, hbar2)
reduced = mc * mv / (mc + mv)
lam_reduced = np.sqrt(hbar2 / (2 * reduced * gap))
print("Worked example")
print(f"  gap: {gap} eV, beta: {beta} eV nm^3")
print(f"  mc: {mc:.2f} m0, mv: {mv:.2f} m0, sum: {mc + mv:.2f} m0")
print(f"  hbar^2/m0: {hbar2:.6f} eV nm^2")
print(f"  decay length lambda: {lam:.4f} nm")
print(f"  reduced mass: {reduced:.3f} m0")
print(f"  length if reduced mass were used: {lam_reduced:.4f} nm")
print("  R (nm)  R/lambda  Jex (micro-eV)  large-R form (micro-eV)")
for R in (1.0, 2.0, 3.0, 4.0, 5.0):
    full = beta**2 * closed_form(R, mc, mv, gap, hbar2) * 1e6
    z = R / lam
    front = (mc * mv) ** 1.5 * gap / (2 * np.pi**3 * (mc + mv) * hbar2**2 * R**2)
    tail = beta**2 * front * np.sqrt(np.pi / (2 * z)) * np.exp(-z) * 1e6
    print(f"  {R:.1f}     {z:.3f}     {full:.4e}      {tail:.4e}")
check = beta**2 * momentum_sum(2.0, mc, mv, gap, hbar2) * 1e6
assert abs(check / (beta**2 * closed_form(2.0, mc, mv, gap, hbar2) * 1e6) - 1) < 1e-6
print(f"  Jex at 2 nm from momentum sum: {check:.4e} micro-eV")

print("all tests passed")
```

Output:

```
Ring test, energies in units of conduction hopping
  sites 40, separation 3, gap 1.0, J 0.02, tv 0.7
  coupling, second-order formula : 3.74995e-07
  coupling, exact diagonalization: 3.74975e-07
  same without intraband exchange: 3.74964e-07
  same with indirect gap         : -3.74989e-07
Short-distance test (hbar = 1)
  R/lambda: 0.232
  momentum sum / R^-4 law: 0.9869
Decay length from momentum sums at R = 8 and 8.5 (hbar = 1)
  mc   mv   gap  measured  formula
  0.5  0.5  1.0  0.6983    0.7071
  0.1  0.9  1.0  0.6983    0.7071
  0.5  0.5  4.0  0.3524    0.3536
  0.5  3.5  1.0  0.3524    0.3536
Cubic lattice / continuum at R = 8 lambda, equal masses
  lambda = 4.00 lattice constants: 1.0057
  lambda = 1.00 lattice constants: 1.1057
  lambda = 0.25 lattice constants: 3.7529
Hyperbolic bands, decay rate in units of Delta/(hbar v)
  computed: 2.0006
  parabolic continuation: 2.8284
Worked example
  gap: 0.2 eV, beta: 0.05 eV nm^3
  mc: 0.05 m0, mv: 0.20 m0, sum: 0.25 m0
  hbar^2/m0: 0.076200 eV nm^2
  decay length lambda: 0.8729 nm
  reduced mass: 0.040 m0
  length if reduced mass were used: 2.1823 nm
  R (nm)  R/lambda  Jex (micro-eV)  large-R form (micro-eV)
  1.0     1.146     6.4995e+00      2.0686e+00
  2.0     2.291     2.2750e-01      1.1630e-01
  3.0     3.437     2.1598e-02      1.3423e-02
  4.0     4.582     3.0062e-03      2.0796e-03
  5.0     5.728     5.1147e-04      3.7860e-04
  Jex at 2 nm from momentum sum: 2.2750e-01 micro-eV
all tests passed
```
